The linear electro-optic effect of a polarised centrosymmetric-parent ferroelectric, part 1

(Sections cited here and not found follow in the second part.)

## From the even parent to the linear coefficient

A silicon waveguide can be given a fast phase modulator by placing a thin film of a ferroelectric such as barium titanate beside it. A voltage across the film changes its refractive index, and the change reverses sign when the voltage does. Yet the crystal from which the ferroelectric phase derives, the cubic parent stable at high temperature, has a centre of inversion, and inversion symmetry forbids an index change that is linear in the field. The linear effect must therefore come from the spontaneous polarisation. The question is how large it is, and which measurable properties of the crystal fix it.

Two time scales are involved. The light oscillates too fast for the ions to follow, whereas the applied voltage changes slowly enough for the lattice polarisation to keep up. Let P be the slow polarisation, in C/m², and let E be the slow macroscopic field inside the ferroelectric. For the light, let the electric displacement and the optical field be related by

D_i = ε0 ε_ij E_j(light),

and let η be the inverse of the relative permittivity matrix ε. This η is called the optical impermeability. Repeated indices are summed from 1 to 3. The crystal is taken to be transparent and non-magnetic, so that η is real and symmetric. It is the convenient quantity because the refractive index n of a light wave follows from a component of η equal to 1/n², as is shown below for the modulator.

The linear electro-optic coefficient r is defined by the part of the change in η that is proportional to the slow field:

Δη_ij = r_ijm E_m.

It has the unit m/V. Consider first how η can depend on P in the parent at fixed strain. For small P,

η_ij(P) = η0 δ_ij + f_ijk P_k + g_ijkl P_k P_l + ...

Here η0 is the parent value, a single number because the parent is taken to be cubic. Inversion reverses every vector, so P becomes −P. A tensor with two indices acquires two minus signs, which cancel, so η is unchanged. Since inversion is a symmetry of the parent, the same function must describe both situations:

η_ij(−P) = η_ij(P).

Inserting the expansion gives −f_ijk P_k = f_ijk P_k for every P, hence f_ijk = 0. The first surviving term is quadratic, and g_ijkl is the quadratic polarisation-optic coefficient, with unit m⁴/C². Because P_k P_l = P_l P_k, only the part of g that is symmetric in k and l contributes, and g is defined to have that symmetry. It is also symmetric in i and j, as η is.

The role of the inversion centre can be tested without any material model. A random three-index tensor, symmetric in its first two indices, was averaged over the 48 operations of the full cubic group, and the average vanished to rounding error. Averaged over the 24 operations of the cubic group of a tetrahedron, which has no inversion centre, the same tensor left a non-zero remainder. Cubic symmetry of the axes alone does not remove the linear term.

The full cubic symmetry of this parent does reduce g to three numbers; the lower centrosymmetric cubic class m-3, which has only cyclic interchanges of the axes, would leave four. A reflection that reverses one axis changes the sign of every element in which that axis appears an odd number of times, so such elements vanish. The remaining elements are of the types 1111, 1122 and 1212, and interchanges of the axes make all elements of one type equal. In the abbreviated notation the pairs 11, 22, 33, 23, 13 and 12 are numbered 1 to 6, with η4 = η23. Then

Δη1 = g11 P1² + g12 (P2² + P3²),

Δη4 = g2323 P2 P3 + g2332 P3 P2 = 2 g2323 P2 P3 = g44 P2 P3.

The last equality defines g44 = 2 g2323. This factor of two must be known before a tabulated g44 is used.

Strain also changes the optical properties. Let x_ij be the strain measured from the cubic parent, continued to the temperature of interest. Strain does not change sign under inversion, so a term linear in it is allowed:

η_ij = η0 δ_ij + g^S_ijkl P_k P_l + p_ijkl x_kl.    (1)

The superscript S says that g is defined at fixed strain, and p is the elasto-optic tensor. Equation (1) keeps the leading term in each variable. It also assumes that the slow field acts on the light through P and x alone. The truncation and the direct electronic action of the field are given a size later. The second restriction also treats the polar distortion as a single pattern of ionic displacements, a limit that is taken up there as well.

To find how P and x respond to E, an energy density is needed. To leading order in the coupling between strain and polarisation it can be written

F = f(P) + ½ (x − QPP)·C·(x − QPP) − E·P.    (2)

In the middle term the six strain components form a column, with the shear components counted twice, x4 = 2 x23 and so on. C is the 6 × 6 matrix of elastic stiffnesses at fixed polarisation. QPP is the column whose entries are the quadratic strains caused by polarisation, a phenomenon called electrostriction. The form is reached as follows. The leading elastic energy is ½ x·C·x. The leading coupling that respects inversion is linear in x and quadratic in P, and it can be named −x·C·QPP, which defines Q. Adding ½ QPP·C·QPP completes the square. That addition is of fourth order in P, and it is compensated by the definition of f(P), an even function of P. The term −E·P appears because E is the controlled quantity: minimising F with respect to P then gives the equilibrium polarisation in the field E.

The stress is the derivative of F with respect to strain,

σ = C·(x − QPP).

At zero stress, since C is positive definite and can be inverted,

x = QPP.    (3)

The elastic term then vanishes together with its first derivatives, and what remains is f(P) − E·P. Thus f(P) is the energy function of the stress-free crystal. In the ferroelectric phase it has a minimum at a non-zero polarisation Ps when E = 0:

∂f/∂P_k = 0 at P = Ps.

The spontaneous strain is x_s = Q Ps Ps. One uniform domain is assumed here; several domains are considered later.

Now let a small field be applied, and write P = Ps + δP. If the crystal remains free of stress, the condition for a minimum is ∂f/∂P_k = E_k. Expanding it to first order about Ps gives

f_kl δP_l = E_k,    f_kl = ∂²f/∂P_k ∂P_l at Ps.

The zeroth-order term is absent because Ps is an equilibrium. A stable minimum has a positive definite matrix f_kl, which can therefore be inverted. Define the differential susceptibility by

δP_l = ε0 χ_lm E_m.    (4)

For the free crystal, marked by a superscript T for constant stress, this means that

(1/ε0) (χ^T)⁻¹ = f_kl.    (5)

This χ measures the slope of P against E at the polarised state. It is neither the susceptibility of the unpolarised parent nor the ratio of total polarisation to field, which has no finite value when Ps remains at E = 0.

If the field changes too quickly for the crystal to deform, the strain stays at x_s. Let

u(P) = QPP − Q Ps Ps.

The energy is then f(P) + ½ u·C·u − E·P. Its second derivative with respect to P_k and P_m has three parts:

f_km + (∂u/∂P_k)·C·(∂u/∂P_m) + u·C·(∂²u/∂P_k ∂P_m).

At Ps the column u is zero, so the third part vanishes. With B_αk = ∂(QPP)_α/∂P_k at Ps, where α and β run over the six strain components,

(1/ε0) (χ^S)⁻¹_km = f_km + Σ_αβ B_αk C_αβ B_βm.    (6)

The added matrix cannot be negative, because C is positive definite. Holding the shape therefore stiffens the polarisation, or leaves it unchanged for a direction in which B is zero. The physical reason is that a free crystal lowers its energy by deforming as its polarisation changes, and a clamped crystal cannot.

The vanishing of the third part depends on clamping at the spontaneous strain. If a substrate holds a film at some other strain, there is stress already at zero field. That stress shifts the equilibrium polarisation and adds a term to its stiffness. The polarisation and susceptibility of the strained film must then be used in place of Ps and of equation (6).

The optical response follows by substitution. For the clamped crystal, equation (1) becomes

η_ij = η0 δ_ij + p_ijkl x_s,kl + g^S_ijkl (Ps_k + δP_k)(Ps_l + δP_l).

Multiplying out the product gives

g^S_ijkl Ps_k Ps_l + g^S_ijkl Ps_k δP_l + g^S_ijkl δP_k Ps_l + g^S_ijkl δP_k δP_l.

The first term does not depend on the field. Together with the strain term it makes the crystal birefringent at zero voltage. In the third term the names of the summed indices k and l may be exchanged, which turns it into g^S_ijlk Ps_k δP_l. Since g is symmetric in k and l, this equals the second term, and the two add. The fourth term is the quadratic effect that the parent also has. To first order in the field, therefore,

Δη_ij = 2 g^S_ijkl Ps_k δP_l.

Using equation (4) with the clamped susceptibility and comparing with the definition of r gives

r^S_ijm = 2 g^S_ijkl Ps_k ε0 χ^S_lm.    (7)

For the free crystal the strain follows the polarisation through equation (3), so its optical effect is quadratic in P as well:

p_ijmn x_mn = p_ijmn Q_mnkl P_k P_l.

This has the same form as the direct term, and the two combine into one coefficient,

g^T_ijkl = g^S_ijkl + p_ijmn Q_mnkl.    (8)

The same expansion then gives

r^T_ijm = 2 g^T_ijkl Ps_k ε0 χ^T_lm.    (9)

Equations (7) and (9) are the result sought. The linear coefficient is twice the product of the quadratic coefficient, the spontaneous polarisation and the absolute susceptibility ε0χ. The quadratic coefficient and the susceptibility must belong to the same mechanical condition. A stress-free susceptibility combined with a fixed-strain g describes neither experiment.

The units agree. The product of m⁴/C², C/m² and F/m is m F/C, and since a farad is a coulomb per volt, this is m/V.

The factor of two has a simple picture in one dimension. The curve η = η0 + gP² is a parabola whose slope vanishes at P = 0 and equals 2gPs at P = Ps. The spontaneous polarisation moves the working point from the bottom of the parabola to its side. A small field moves the crystal along P by ε0χE, and the optical change is slope times displacement.

The same reasoning applies when a steady field E0, rather than a spontaneous order, supplies the polarisation. In an unpolarised parent with constant susceptibility χ, the steady polarisation is ε0χE0, and the product becomes r = 2gε0²χ²E0. This is also the derivative at E0 of the quadratic effect gε0²χ²E², as it must be. When E0 is removed, r vanishes. The ferroelectric differs in that its bias remains at zero field.

Proportionality to Ps holds when g and χ are held fixed. In a real crystal χ changes along with Ps. A quartic energy shows how strongly this can matter. For P along one axis take

f = ½ a P² + ¼ b11 P⁴,    a < 0,    b11 > 0.

The equilibrium condition aPs + b11Ps³ = 0 gives a = −b11Ps². The second derivative at Ps is a + 3b11Ps² = 2b11Ps², so that ε0χ^T = 1/(2b11Ps²). For a free crystal equation (9) then gives

r^T = 2 g^T Ps / (2 b11 Ps²) = g^T / (b11 Ps).

In this model, with g^T and b11 fixed, r grows as Ps decreases, because the lattice softens faster than the bias is lost. The growth is bought with a smaller linear range. The expansion needs δP to be much smaller than Ps, which requires E ≪ Ps/(ε0χ^T) = 2b11Ps³, and this limit shrinks as the cube of Ps. At Ps = 0 itself the expansion about a polarised state has no meaning.

The linear coefficient has been shown to be twice the product of the quadratic coefficient, the spontaneous polarisation and the absolute susceptibility, with the quadratic coefficient and the susceptibility taken under the same mechanical condition. It remains to evaluate this for a tetragonal crystal like barium titanate, to apply it to a modulator on silicon, and to estimate the size of the effects left out.
